\section*{How Gaussian thickness roughness raises the mean tunnelling current}

\section*{Question}

A tunnel barrier has a mean thickness of 1 nm, and its local thickness varies over the area as a Gaussian with standard deviation 0.1 nm. Inside the barrier the electron wavefunction decays at a rate of 10 per nm. By what factor does the area-averaged current exceed that of a uniform barrier with the same mean thickness? How does the factor scale, and how far can it be trusted?

\section*{The local current}

Algebra is in atomic units ($\hbar=m=e=1$); numbers are in nm and eV. Let $\phi$ be the barrier height above the electron energy, $\kappa=\sqrt{2\phi}$ the decay constant of the wavefunction, $k$ the wavenumber in the electrodes and $d$ the local thickness. First take normal incidence on a square barrier. For $\kappa d\gg1$ the wave reflected from the far face is negligible at the entrance, where the barrier wave is $Ae^{-\kappa z}$. Continuity of value and slope gives
\begin{equation}
1+r=A,\qquad ik(1-r)=-\kappa A .
\end{equation}
Multiplying the first equation by $ik$ and adding the second gives $2ik=(ik-\kappa)A$, so $|A|^2=4k^2/(k^2+\kappa^2)$.

At the exit a reflected part of amplitude $B$ must be kept, because it is comparable with the arriving wave:
\begin{equation}
Ae^{-\kappa d}+B=t,\qquad -\kappa Ae^{-\kappa d}+\kappa B=ikt .
\end{equation}
Multiplying the first by $\kappa$ and subtracting the second removes $B$ and leaves $2\kappa Ae^{-\kappa d}=(\kappa-ik)t$. The electrodes are alike, so the transmission is
\begin{equation}
T=|t|^2=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa d}.
\label{T}
\end{equation}
The amplitude decays at the rate $\kappa$ and the current at $2\kappa$. This factor of two matters greatly below.

\section*{The average over thickness}

Suppose that the roughness is gentle along the plane, so that each patch conducts like a uniform barrier of its own thickness, and that all patches share one bias. The mean current is then the area average of the local current density. Write $d=d_0+h$, where $h$ has zero mean and standard deviation $\sigma$. This $\sigma$ refers to the thickness, the difference between the two interface heights, and not to one interface. With a constant prefactor, the enhancement is
\begin{equation}
F=\langle e^{-2\kappa h}\rangle=\int_{-\infty}^{\infty}\frac{dh}{\sqrt{2\pi}\,\sigma}\,
\exp\!\left(-\frac{h^2}{2\sigma^2}-2\kappa h\right).
\end{equation}
Completing the square in the exponent,
\begin{equation}
-\frac{h^2}{2\sigma^2}-2\kappa h=-\frac{(h+2\kappa\sigma^2)^2}{2\sigma^2}+2\kappa^2\sigma^2 ,
\label{square}
\end{equation}
as expanding the right side confirms. The shifted Gaussian integrates to one, so
\begin{equation}
F=e^{2\kappa^2\sigma^2}.
\label{F}
\end{equation}
Here $\kappa\sigma=10\times0.1=1$, and $F=e^2=7.39$. Solving the matching equations with both barrier waves kept, and averaging the resulting transmission numerically over thickness, also gives 7.389.

If 10 per nm were the decay rate of the current, the exponent would be four times smaller and the factor would be $e^{1/2}=1.65$.

\section*{Where the current flows}

Equation~(\ref{square}) also gives the distribution of thickness weighted by current. It is a Gaussian of the same width $\sigma$, centred on
\begin{equation}
d_*=d_0-2\kappa\sigma^2=1-0.2=0.8\ \text{nm}.
\end{equation}
Half the current therefore passes where the barrier is thinner than 0.8 nm, which is two standard deviations below the mean. The area fraction there is $\Phi(-2\kappa\sigma)=\Phi(-2)=2.3\,\%$, with $\Phi$ the cumulative normal distribution.

A uniform barrier carrying the same mean current has a thickness $d_{\rm eq}$ fixed by $e^{-2\kappa d_{\rm eq}}=Fe^{-2\kappa d_0}$. Taking logarithms,
\begin{equation}
d_{\rm eq}=d_0-\kappa\sigma^2=0.9\ \text{nm}.
\end{equation}
A thickness inferred from the current is thus 0.1 nm too small in this model, although the mean thickness has not changed.

\section*{Scaling and the thin tail}

For small $\kappa\sigma$ the enhancement is $1+2\kappa^2\sigma^2$. The linear term of the exponential averages to zero, and its curvature supplies the gain. For larger $\kappa\sigma$ the growth is rapid:
\begin{equation}
\frac{d\ln F}{d\ln\sigma}=4\kappa^2\sigma^2=4
\end{equation}
at the present values. Raising $\sigma$ by 10\,\% at fixed $\kappa$ gives $F=e^{2.42}=11.2$.

Within the simple exponential law $F$ does not depend on $d_0$, but its validity does. The integral included negative thicknesses, which is harmless while $d_*\gg\sigma$; here zero thickness lies eight standard deviations below $d_*$. With $\kappa$ and $d_0$ held fixed, $d_*$ reaches zero at $\sigma=\sqrt{d_0/2\kappa}=0.22$ nm. Before that point the exponential law fails, and contacts between the electrodes have to be considered.

The rms roughness alone does not fix $F$. Let $s=2\kappa\sigma$ and clip the Gaussian at $\pm c$ standard deviations. With $\tau=h/\sigma$, the same completion of the square gives
\begin{equation}
F_c=\frac{\displaystyle\int_{-c}^{c}e^{-s\tau-\tau^2/2}d\tau}{\displaystyle\int_{-c}^{c}e^{-\tau^2/2}d\tau}
=F\,\frac{\Phi(c-s)-\Phi(-c-s)}{2\Phi(c)-1}.
\end{equation}
The difference in the numerator follows from the shifted limits $-c+s$ and $c+s$ and from $\Phi(-x)=1-\Phi(x)$. Clipping at three standard deviations gives 6.23; clipping at two gives 3.87. In these expressions $\sigma$ is the width before clipping. If instead the thickness takes two equally likely values $d_0\pm\sigma$, the factor is $\cosh(2\kappa\sigma)=3.76$, with the rms value still 0.1 nm. In the Gaussian result 7.4, the spots more than three standard deviations thinner than the mean carry $\Phi(s-3)=\Phi(-1)=16\,\%$ of the current.

\section*{Scatter between junctions}

A finite junction samples the thin spots unevenly. The mean square of the local current factor is $\langle e^{-4\kappa h}\rangle=e^{8\kappa^2\sigma^2}$, by (\ref{F}) with $\kappa$ doubled. Dividing by $F^2$ and subtracting one gives the relative variance
\begin{equation}
v=e^{4\kappa^2\sigma^2}-1=53.6 .
\end{equation}

Let heights at separation $r$ have the correlation $C(r)=\sigma^2e^{-r^2/L^2}$, with $L=10$ nm. The sum of two such heights has variance $2\sigma^2+2C$, so the relative covariance of the local currents is $e^{4\kappa^2C(r)}-1$. Dividing by $v$, expanding the exponential, and integrating each term with $\int e^{-nr^2/L^2}d^2r=\pi L^2/n$, one obtains the area of an independent patch,
\begin{equation}
A_{\rm p}=\frac{\pi L^2}{v}\sum_{n=1}^{\infty}\frac{(2\kappa\sigma)^{2n}}{n\,n!}=104\ \text{nm}^2 .
\end{equation}
For a junction much wider than $L$, the variance of the mean is $v$ divided by the number of patches. An area of 1 $\mu$m$^2$ holds about 9660 patches, and the rms scatter between junctions is $\sqrt{53.6/9660}=7.4\,\%$ of the mean current.

\section*{Corrections from the prefactor}

\subsection*{Transverse motion}

Planar electrodes supply electrons with all transverse wavevectors $q$. At fixed total energy the decay constant becomes $\sqrt{\kappa^2+q^2}\simeq\kappa+q^2/2\kappa$. With the prefactor of (\ref{T}) taken at $q=0$, the number of conducting channels per area acquires the factor
\begin{equation}
\int\frac{d^2q}{(2\pi)^2}\,e^{-q^2d/\kappa}=\frac{1}{4\pi^2}\,\frac{\pi\kappa}{d}=\frac{\kappa}{4\pi d}.
\end{equation}
Thin spots accept a wider range of directions, so the local current goes as $d^{-1}e^{-2\kappa d}$.

For a general prefactor $d^p$, the enhancement is $F$ times the current-weighted mean of $(d/d_0)^p$. Put $d=d_*+\eta$, where $\langle\eta\rangle=0$ and $\langle\eta^2\rangle=\sigma^2$. Expanding to second order in $\eta$,
\begin{equation}
F_p\simeq F\left(\frac{d_*}{d_0}\right)^p\left[1+\frac{p(p-1)}{2}\frac{\sigma^2}{d_*^2}\right].
\label{Fp}
\end{equation}
For $p=-1$ this is $7.389\times1.25\times1.0156=9.38$; direct quadrature of the $1/d$ law gives 9.39. Summing the full square-barrier transmission over transverse momentum, with a Fermi energy of 10 eV, gives 9.65, because it includes further terms in $1/(\kappa d)$. These terms depend on the Fermi energy and can have either sign: the same sum gives 9.45 at 5 eV and 8.90 at 2 eV.

\subsection*{Image forces}

An electron between metal plates is attracted by its image charges, which lowers the barrier. Near either face, at distance $z$, the static image potential is $-1/(4z)$. Where it is weak, the local decay constant is
\begin{equation}
\sqrt{\kappa^2-\frac{1}{2z}}\simeq\kappa-\frac{1}{4\kappa z}.
\end{equation}
Integrating the correction from a fixed small distance out to a distance proportional to $d$ gives $-(1/4\kappa)\ln d$ plus a constant. The region closer to the face contributes a constant at leading order. So do the remaining images: their potential is $1/d$ times a smooth function of $z/d$, and its integral over the gap does not depend on $d$. With two faces, and a factor of two because the current is the square of the amplitude,
\begin{equation}
S(d)=2\int\kappa(z)\,dz\simeq2\kappa d-\frac{1}{\kappa}\ln d+\text{const},
\qquad e^{-S}\propto d^{1/\kappa}e^{-2\kappa d}.
\end{equation}
In atomic units $\kappa=0.529$, so $p=1/\kappa=1.89$. Equation~(\ref{Fp}) then gives $7.389\times0.8^{1.89}\times1.013=4.91$. Numerical integration of this exponent with the full two-plate image potential gives $F=4.87$.

The image forces raise the exponential $e^{-S}$ at the mean gap by a factor of about 2500. The current itself rises by less, because the square-barrier prefactor in (\ref{T}) does not carry over to a rounded barrier. Yet the image forces lower the roughness enhancement. The uniform barrier gains more from them than the thin spots do, in proportion: the gain in transmission grows as $d^{1/\kappa}$.

\subsection*{The two together}

At leading order the powers add, $p=1.89-1=0.89$, and (\ref{Fp}) gives $7.389\times0.8^{0.89}\simeq6.1$. This combined value is an estimate from the leading powers; solving the Schr\"odinger equation with the image potential cut off at the band bottom and summing over transverse momentum gives 6.2. It applies when 10 per nm is computed from the bare barrier height.

The case differs if 10 per nm is half the logarithmic slope of the current measured at $d_0$. That slope already contains the first-order effect of both prefactors. What remains is the curvature $b=d^2\ln J/dd^2$, where $J$ is the local current density. The leading powers estimate it as $-p/d_0^2=-0.89$ nm$^{-2}$; the full solution gives a weaker curvature, near $-0.6$ nm$^{-2}$, which raises the result below by less than 0.1. With the slope $-g$, $g=20$ nm$^{-1}$, the exponent in the average is
\begin{equation}
-\frac{h^2}{2\sigma^2}-gh+\frac{bh^2}{2}=-\frac{h^2}{2\sigma_b^2}-gh,
\qquad \sigma_b^2=\frac{\sigma^2}{1-b\sigma^2},
\end{equation}
and the Gaussian integral gives
\begin{equation}
F_{\rm slope}=\frac{\sigma_b}{\sigma}\,e^{g^2\sigma_b^2/2}\simeq0.996\times e^{1.982}\simeq7.2 .
\end{equation}
The simple answer is therefore closer when the decay constant is a measured slope at the mean thickness.

\section*{Lateral smoothing}

The patch picture requires gentle roughness. Let the emitter be rough and the collector flat, and take first a single wave with uniform amplitude and phase over the emitter surface. For small slopes this wave is proportional on a reference plane to $e^{\kappa u}$, where $u=-h$ is the emitter height towards the collector. A component of lateral wavevector $q$ then decays over the mean gap at the rate $\sqrt{\kappa^2+q^2}$, which reduces its intensity relative to $q=0$ by about $e^{-q^2d_0/\kappa}$. The correlation of the wave on the reference plane is
\begin{equation}
\langle e^{\kappa u(0)+\kappa u(r)}\rangle=e^{\kappa^2\sigma^2+\kappa^2C(r)}
=e^{\kappa^2\sigma^2}\sum_{n=0}^{\infty}\frac{(\kappa\sigma)^{2n}}{n!}e^{-nr^2/L^2}.
\end{equation}
For $n\ge1$ the normalised spectrum of the $n$th term is $(L^2/4\pi n)e^{-q^2L^2/4n}$. Multiplying by the decay factor and integrating over $q$ gives
\begin{equation}
\frac{L^2/4n}{L^2/4n+d_0/\kappa}=\frac{1}{1+4nd_0/(\kappa L^2)},
\end{equation}
and the $n=0$ term is unchanged. Hence
\begin{equation}
F_L=e^{\kappa^2\sigma^2}\sum_{n=0}^{\infty}\frac{(\kappa\sigma)^{2n}}{n!}\,\frac{1}{1+4nd_0/(\kappa L^2)} .
\end{equation}
For large $L$ the sum is $e^{\kappa^2\sigma^2}$ and (\ref{F}) returns. The mean of $n$ with these weights is $\kappa^2\sigma^2$, so the first relative loss is $4\kappa\sigma^2d_0/L^2$. At $L=10$ nm this is 0.4\,\%, and $F_L=7.36$.

At $L=1$ nm, with the other parameters fixed, $F_L=5.67$, or 0.768 of $F$. Propagating waves from random surfaces with the full square root in the decay rate gives a ratio of 0.769. This tests the sum and the expansion of the root, but not the small-slope boundary condition, which both calculations share.

These losses belong to the single uniform wave, not to the total current between planar metals. There electrons arrive with all transverse wavevectors $\mathbf q'$, and a component $\mathbf q$ of the surface pattern sends them on with $\mathbf q+\mathbf q'$. When the incident range is wide, the sum of $e^{-|\mathbf q+\mathbf q'|^2d_0/\kappa}$ over $\mathbf q'$ does not depend on $\mathbf q$, so the smoothing loss cancels at this order. For the metal gap $F_L$ is therefore not a correction to $F$.

\section*{The numbers beside a real case}

With the free-electron mass, $\kappa=10$ per nm means $\phi=\kappa^2/2=0.140$ hartree, or 3.81 eV. This is the regime of a vacuum gap between clean metals such as aluminium, whose work function is roughly 4 eV. A round Fermi energy of 10 eV sets $k^2/\kappa^2=10/3.81=2.62$. The prefactor in (\ref{T}) is then $16\times2.62/3.62^2=3.2$, and $T=3.2\,e^{-20}=6.6\times10^{-9}$ at the mean gap. At 0.1 V the full transverse sum gives 4.5 A/cm$^2$ for the uniform gap and 44 A/cm$^2$ for the rough one. These densities omit image forces and so are not predictions for a real gap.

One assumption open to doubt is the continuous Gaussian tail: atomic steps on metals are roughly 0.2 nm high, comparable with the whole spread. If only two equally likely levels occur, the simple exponential law gives 3.8, as found above; steps spread over more levels need not lower $F$. A solid barrier can have a smaller $\kappa$. Rough values for silicon dioxide on silicon, a barrier of 3.1 eV and a mass of 0.4, give $\kappa=5.7$ per nm. The same 0.1 nm roughness then gives $F=e^{0.65}=1.9$ in the simple exponential model.

\section*{Bias and temperature}

A bias $V$ lowers the barrier seen by an electron at the emitter Fermi level by $V/2$ on average. To first order $\kappa^2$ falls by the fraction $V/2\phi=0.05/3.81=1.3\,\%$, and $F=e^{2\times0.987}=7.20$ at 0.1 V for these electrons alone. Electrons at the bottom of the bias window, lower in energy by $V$, see a barrier raised by $V/2$ on average. The first-order change therefore cancels in the total current, and 7.20 overstates the effect of the bias.

At temperature $\Theta$, the transmission near the Fermi level grows with energy $E$ as $e^{aE}$, with $a=d\,\kappa/\phi$, since $d\kappa/d\phi=1/\kappa=\kappa/2\phi$. The thermal window has mean square energy $\pi^2(k_{\rm B}\Theta)^2/3$, so in the simple exponential model the current gains the factor $1+\pi^2a^2(k_{\rm B}\Theta)^2/6$. At 300 K and the mean gap this is 1.008. It is smaller at thin spots, and $F$ becomes 7.37.

At the mean gap, emission over the barrier is negligible: the Boltzmann factor for the image-lowered mid-gap barrier of 2.8 eV is about $10^{-47}$, against a transmission of about $10^{-8}$ even without image forces. The mid-gap lowering, 1.0 eV at 1 nm, grows as $1/d$ and removes the barrier at 0.26 nm. Such spots lie 7.4 standard deviations below the mean and cover only about $10^{-13}$ of the area, so they too are negligible in the Gaussian model.

\section*{Size of the answer}

For a current proportional to $e^{-2\kappa d}$ and a full Gaussian distribution, the enhancement is 7.4. For the vacuum gap with $\kappa$ and $\sigma$ held at the given values, the thickness distributions and prefactors worked out above give factors from 3.8 to 9.6 (the upper value for a Fermi energy of 10 eV), while bias and temperature change the simple result by less than 3\,\%. Other distributions with the same rms can fall outside this range: if a tenth of the area is 0.3 nm thicker than the mean and the rest 0.033 nm thinner, the factor is $0.9e^{2/3}+0.1e^{-6}=1.8$. The value of $\sigma$ matters too: 10\,\% more roughness raises the simple result to 11.2. The numerical output below lists the separate values.

\section*{Computed results}
\begin{verbatim}
kappa: 10 1/nm
kappa in atomic units: 0.5292 1/bohr
rms thickness roughness: 0.1 nm
mean gap: 1 nm
lateral correlation length: 10 nm
barrier height from kappa: 3.81 eV
Fermi energy: 10 eV
bias: 0.1 V
mean field: 1 MV/cm
junction area: 1 um^2
thermal energy at 300 K: 0.02585 eV
kappa*sigma: 1
enhancement F, formula: 7.3891
enhancement, matched waves averaged: 7.389
F if 10/nm were the current decay rate: 1.649
F for roughness 10 percent larger: 11.25
current-weighted mean thickness: 0.8 nm
uniform thickness of equal current: 0.9 nm
area fraction carrying half the current: 2.275 %
F, Gaussian clipped at 2 sigma: 3.87
F, Gaussian clipped at 3 sigma: 6.234
F, two levels at +-sigma: 3.762
relative variance of local current: 53.6
independent patch area: 103.6 nm^2
number of patches: 9657
rms scatter between junctions: 7.45 %
transmission at mean gap: 6.588e-09
current density, uniform gap: 4.51 A/cm^2
current density, rough gap: 43.6 A/cm^2
F with 1/d prefactor, formula: 9.381
F with 1/d prefactor, quadrature: 9.388
F, full transverse-momentum sum: 9.649
F with lateral smoothing, L = 10 nm: 7.36
F with lateral smoothing, L = 1 nm: 5.673
smoothing ratio L = 1 nm, formula: 0.768
smoothing ratio L = 1 nm, random surfaces: 0.769
F with image forces: 4.866
mid-gap barrier with image forces: 2.812 eV
transmission gain from image forces at mean gap: 2.51e+03
F with bias-tilted barrier: 7.197
F with thermal smearing: 7.369
log10 Boltzmann factor over mid-gap barrier: -47.2
log10 transmission at mean gap: -8.18
oxide barrier, rough: 3.1 eV
oxide mass, rough: 0.4 electron masses
oxide kappa: 5.7 1/nm
F for oxide, same roughness: 1.92
\end{verbatim}
